# Factoring two-qubit gates by real diagonalization in the magic basis: a numerical check

```python
"""Canonical factorization of two-qubit gates, tested numerically.

Result under test: every 4x4 unitary U equals
    exp(i phi) (A1 x B1) exp(i(a XX + b YY + c ZZ)) (A2 x B2),
with A1, B1, A2, B2 in SU(2).  MAGIC holds the magic basis in its columns,
V = MAGIC^dagger U MAGIC, and M = V^T V is symmetric and unitary with
eigenvalues exp(2 i theta_j).  A real rotation P diagonalizes M.
The class of U under local gates is the triple (a, b, c) reduced to
pi/4 >= a >= b >= |c|, with c >= 0 when a = pi/4.
Example: two exchange-coupled spins; frequencies in MHz, times in microseconds.
"""
from itertools import combinations, permutations
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
PI = np.pi
I2 = np.eye(2)
X = np.array([[0, 1], [1, 0]], complex)
Y = np.array([[0, -1j], [1j, 0]])
Z = np.diag([1, -1]).astype(complex)
XX, YY, ZZ = np.kron(X, X), np.kron(Y, Y), np.kron(Z, Z)
Z1, Z2 = np.kron(Z, I2), np.kron(I2, Z)
MAGIC = np.array([[1, 1j, 0, 0], [0, 0, 1j, 1],
                  [0, 0, 1j, -1], [1, -1j, 0, 0]]) / np.sqrt(2)
# columns: weights of phi, a, b, c in the four phases theta_j
SIGNS = np.array([[1, 1, -1, 1], [1, -1, 1, 1],
                  [1, 1, 1, -1], [1, -1, -1, -1]])
ANGLES = np.arange(7) * PI / 7
GAP = np.sin(PI / 14)
PAIRS = list(combinations(range(4), 2))


def random_unitary(n):
    q, r = np.linalg.qr(rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
    return q * (np.diag(r) / abs(np.diag(r)))


def random_su2():
    u = random_unitary(2)
    return u / np.sqrt(np.linalg.det(u))


def random_local():
    return np.kron(random_su2(), random_su2())


def random_orthogonal(sign):
    q = np.linalg.qr(rng.normal(size=(4, 4)))[0]
    if np.linalg.det(q) * sign < 0:
        q[:, 0] *= -1
    return q


def shuffle(g):
    return g.reshape(2, 2, 2, 2).transpose(0, 2, 1, 3).reshape(4, 4)


def split_local(g):
    """Write a product gate as A x B with both determinants equal to 1."""
    u, s, vh = np.linalg.svd(shuffle(g))
    A, B = u[:, 0].reshape(2, 2), vh[0].reshape(2, 2)
    A = A / np.sqrt(np.linalg.det(A))
    B = B / np.sqrt(np.linalg.det(B))
    if np.vdot(np.kron(A, B), g).real < 0:
        A = -A
    return A, B


def off_diagonal(P, M):
    D = P.T @ M @ P
    return np.linalg.norm(D - np.diag(np.diag(D)))


def symmetric_part(M, t):
    S = (np.exp(-1j * t) * M).real
    return (S + S.T) / 2


def interaction(a, b, c):
    return expm(1j * (a * XX + b * YY + c * ZZ))


def factorize(U):
    V = MAGIC.conj().T @ U @ MAGIC
    M = V.T @ V
    trials = [np.linalg.eigh(symmetric_part(M, t))[1] for t in ANGLES]
    P = min(trials, key=lambda W: off_diagonal(W, M))
    if np.linalg.det(P) < 0:
        P[:, 0] *= -1
    theta = np.angle(np.diag(P.T @ M @ P)) / 2
    K = V @ P * np.exp(-1j * theta)
    imaginary = np.linalg.norm(K.imag)
    if np.linalg.det(K.real) < 0:
        theta[0] += PI
        K[:, 0] *= -1
    phi, a, b, c = SIGNS.T @ theta / 4
    left = split_local(MAGIC @ K.real @ MAGIC.conj().T)
    right = split_local(MAGIC @ P.T @ MAGIC.conj().T)
    return phi, np.array([a, b, c]), left, right, imaginary, theta


def chamber(v):
    v = np.asarray(v, float)
    v = v - PI / 2 * np.round(v / (PI / 2))
    m = np.sort(abs(v))[::-1]
    if np.prod(v) < 0 and m[0] < PI / 4 - 1e-9:
        m[2] = -m[2]
    return m


def gate_class(U):
    return chamber(factorize(U)[1])


def infidelity(U, W):
    """One minus the gate fidelity averaged over all pure input states."""
    return 1 - (abs(np.trace(U.conj().T @ W))**2 + 4) / 20


# --- local gates are exactly the real rotations of the magic basis
assert np.allclose(MAGIC @ MAGIC.T, -YY)
for _ in range(50):
    R = MAGIC.conj().T @ random_local() @ MAGIC
    assert np.linalg.norm(R.imag) < 1e-13
    assert abs(np.linalg.det(R.real) - 1) < 1e-12
    for sign, expected in ((1, [2, 0, 0, 0]), (-1, [1, 1, 1, 1])):
        g = MAGIC @ random_orthogonal(sign) @ MAGIC.conj().T
        s = np.linalg.svd(shuffle(g), compute_uv=False)
        assert np.allclose(s, expected, atol=1e-12)

# --- full factorization: random, special and nearly degenerate gates
CNOT = np.array([[1, 0, 0, 0], [0, 1, 0, 0], [0, 0, 0, 1], [0, 0, 1, 0]], complex)
SWAP = np.eye(4, dtype=complex)[[0, 2, 1, 3]]
ISWAP = np.diag([1, 0, 0, 1]).astype(complex)
ISWAP[1, 2] = ISWAP[2, 1] = 1j
ROOT = (1 + 1j) / 2 * np.eye(4) + (1 - 1j) / 2 * SWAP
assert np.allclose(ROOT @ ROOT, SWAP)
named = {"CNOT": CNOT, "iSWAP": ISWAP, "SWAP": SWAP, "square root of SWAP": ROOT}
gates = [random_unitary(4) for _ in range(200)]
gates += [np.eye(4, dtype=complex)] + list(named.values())
for g in named.values():
    gates += [random_local() @ g @ random_local() for _ in range(10)]
for size in (1e-4, 1e-8, 1e-12):
    for _ in range(20):
        near = interaction(*(np.array([PI / 4, 0, 0]) + size * rng.normal(size=3)))
        gates.append(random_local() @ near @ random_local())
worst_error = worst_imaginary = 0.0
for U in gates:
    phi, abc, (A1, B1), (A2, B2), imaginary, _ = factorize(U)
    for A in (A1, B1, A2, B2):
        assert np.allclose(A.conj().T @ A, I2, atol=1e-11)
        assert abs(np.linalg.det(A) - 1) < 1e-11
    W = np.exp(1j * phi) * np.kron(A1, B1) @ interaction(*abc) @ np.kron(A2, B2)
    worst_error = max(worst_error, np.linalg.norm(W - U))
    worst_imaginary = max(worst_imaginary, imaginary)
assert worst_error < 1e-11 and worst_imaginary < 1e-11

# --- seven angles always include a safe one
worst_gap = np.inf
for _ in range(3000):
    th = rng.uniform(0, PI, 4)
    mu = np.exp(2j * th)
    best = max(min(abs(np.cos(2 * th[j] - t) - np.cos(2 * th[k] - t))
                   / abs(mu[j] - mu[k]) for j, k in PAIRS) for t in ANGLES)
    worst_gap = min(worst_gap, best)
assert worst_gap >= GAP - 1e-9

# --- error bound with an explicit perturbation, clustered phases included
worst_ratio = 0.0
for trial in range(600):
    th = rng.uniform(0, PI, 4)
    if trial % 2:
        th[1] = th[0] + 1e-6 * rng.normal()
    O = random_orthogonal(1)
    M = O @ np.diag(np.exp(2j * th)) @ O.T
    t = max(ANGLES, key=lambda s: min(abs(np.sin(th[j] + th[k] - s)) for j, k in PAIRS))
    E = rng.normal(size=(4, 4)) * 1e-6
    E = E + E.T
    P = np.linalg.eigh(symmetric_part(M, t) + E)[1]
    worst_ratio = max(worst_ratio, off_diagonal(P, M) / np.linalg.norm(E))
assert worst_ratio <= 1 / GAP + 1e-6

# --- a bad angle, and the real part alone, do fail
th = np.array([0.2, 0.9, 1.5, 2.6])
O = random_orthogonal(1)
M = O @ np.diag(np.exp(2j * th)) @ O.T
E = rng.normal(size=(4, 4)) * 1e-10
bad_angle = off_diagonal(np.linalg.eigh(symmetric_part(M, th[0] + th[1]) + E + E.T)[1], M)
V = MAGIC.conj().T @ interaction(PI / 4, 0, 0) @ random_local() @ MAGIC
M = V.T @ V
real_only = off_diagonal(np.linalg.eigh(symmetric_part(M, 0))[1], M)
seven_angles = min(off_diagonal(np.linalg.eigh(symmetric_part(M, t))[1], M) for t in ANGLES)
assert bad_angle > 1e-3 and real_only > 1e-3 and seven_angles < 1e-12

# --- the reduced triple is a complete label of the local class
for _ in range(100):
    known = np.sort(rng.uniform(0, PI / 4, 3))[::-1]
    known[2] *= rng.choice([-1, 1])
    U = np.exp(1j * rng.uniform(0, 6)) * random_local() @ interaction(*known) @ random_local()
    assert np.allclose(gate_class(U), known, atol=1e-10)
th = rng.uniform(0, PI, 4)
base = chamber((SIGNS.T @ th / 4)[1:])
for order in permutations(range(4)):
    n = rng.integers(-3, 4, 4)
    n[0] += n.sum() % 2
    moved = th[list(order)] + PI * n
    assert np.allclose(chamber((SIGNS.T @ moved / 4)[1:]), base, atol=1e-10)
odd = th + PI * np.array([1, 0, 0, 0])
assert not np.allclose(chamber((SIGNS.T @ odd / 4)[1:]), base, atol=1e-3)

# --- example: exchange pulse on two spins
J, delta, time = 10.0, 20.0, 0.050
EXCHANGE = (XX + YY + ZZ) / 4


def evolve(H, t):
    w, v = np.linalg.eigh(H)
    return (v * np.exp(-2j * PI * w * t)) @ v.conj().T


def spin_h(j, d):
    return j * EXCHANGE + d * (Z1 - Z2) / 4


def explicit(j, d, t):
    omega = np.hypot(j, d)
    s, co = np.sin(PI * omega * t), np.cos(PI * omega * t)
    a = -np.arcsin(j / omega * s) / 2
    beta = np.arctan2(d / omega * s, co) / 2
    return a, -PI * j * t / 2, beta


def local_z(beta):
    return expm(-0.5j * beta * (Z1 - Z2))


for t in np.linspace(0.003, 0.19, 23):
    a, c, beta = explicit(J, delta, t)
    U = evolve(spin_h(J, delta), t)
    L = local_z(beta)
    assert np.allclose(L @ interaction(a, a, c) @ L, U, atol=1e-12)
    assert np.allclose(gate_class(U), chamber([a, a, c]), atol=1e-10)

U = evolve(spin_h(J, delta), time)
a, c, beta = explicit(J, delta, time)
L = local_z(beta)
triple = gate_class(U)
V = MAGIC.conj().T @ U @ MAGIC
phases = np.sort(np.angle(np.linalg.eigvals(V.T @ V)))
leftover = infidelity(U, L @ interaction(0, 0, c) @ L)
assert abs(leftover - (1 - (16 * np.cos(a)**4 + 4) / 20)) < 1e-12
delta_tuned = np.sqrt(3) * J
tuned = gate_class(evolve(spin_h(J, delta_tuned), 1 / (2 * J)))
assert np.allclose(tuned, gate_class(CNOT), atol=1e-10)

# --- sizes of neglected effects, from rough typical inputs
edge = 0.005
steps = 1100
dt = (time + edge) / steps
ramped = np.eye(4, dtype=complex)
for k in range(steps):
    s = (k + 0.5) * dt
    shape = min(1.0, s / edge, (time + edge - s) / edge)
    ramped = evolve(spin_h(J * shape, delta), dt) @ ramped
wait = evolve(spin_h(0, delta), edge / 2)
loss_edge = infidelity(wait @ U @ wait, ramped)
ramped_triple = gate_class(ramped)

nodes, weights = np.polynomial.hermite_e.hermegauss(7)
weights = weights / weights.sum()
j_noise, t2_star = 0.01, 10.0
sigma_f = 1 / (np.sqrt(2) * PI * t2_star)
loss_j = sum(w * infidelity(U, evolve(spin_h(J * (1 + j_noise * x), delta), time))
             for x, w in zip(nodes, weights))
loss_z = sum(w1 * w2 * infidelity(U, evolve(
    spin_h(J, delta) + sigma_f * (x1 * Z1 + x2 * Z2) / 2, time))
    for x1, w1 in zip(nodes, weights) for x2, w2 in zip(nodes, weights))

mean_zeeman, so_angle = 15000.0, 0.01
R = Rotation.from_rotvec(so_angle * np.array([1, 0, 1]) / np.sqrt(2)).as_matrix()
paulis = (X, Y, Z)
rotated = sum(R[i, k] * np.kron(paulis[i], paulis[k]) for i in range(3) for k in range(3)) / 4
lab = mean_zeeman * (Z1 + Z2) / 2 + delta * (Z1 - Z2) / 4
loss_so = infidelity(evolve(lab + J * EXCHANGE, time), evolve(lab + J * rotated, time))

mev_to_mhz = 1e-3 * constants.e / constants.h / 1e6
charging_mev, valley_mev, temperature = 3.0, 0.1, 0.1
charging = charging_mev * mev_to_mhz
hop = np.sqrt(J * (J + charging)) / 2
r2 = np.sqrt(2) * hop
levels, states = np.linalg.eigh(np.array([[0, r2, r2], [r2, charging, 0], [r2, 0, charging]]))
assert abs(levels[0] + J) < 1e-6
double_occupancy = 1 - states[0, 0]**2
boltzmann = np.exp(-valley_mev * 1e-3 * constants.e / (constants.k * temperature))
valley = boltzmann / (1 + boltzmann)
effects = {"finite pulse edges": loss_edge, "exchange noise": loss_j,
           "Zeeman noise": loss_z, "spin-orbit rotation": loss_so,
           "double occupancy": double_occupancy, "valley population": valley}


def show(v, scale=1.0):
    return ", ".join(f"{x:.4f}" for x in np.round(np.asarray(v) / scale, 4) + 0.0)


print(f"gates factorized: {len(gates)}")
print(f"largest reconstruction error (Frobenius norm): {worst_error:.1e}")
print(f"largest imaginary part of K (Frobenius norm): {worst_imaginary:.1e}")
print(f"guaranteed gap ratio sin(pi/14): {GAP:.4f}; inverse: {1 / GAP:.3f}")
print(f"smallest best-of-seven gap ratio in 3000 random cases: {worst_gap:.4f}")
print(f"largest off-diagonal norm / perturbation norm: {worst_ratio:.3f}")
print(f"off-diagonal norm at a bad angle, noise 1e-10: {bad_angle:.3f}")
print(f"CNOT class, Re M alone: off-diagonal norm {real_only:.3f}")
print(f"CNOT class, best of seven angles: off-diagonal norm {seven_angles:.1e}")
for name, g in named.items():
    print(f"{name}: (a, b, c)/pi = {show(gate_class(g), PI)}")
print(f"exchange J: {J:.1f} MHz; Zeeman difference: {delta:.1f} MHz")
print(f"pulse length: {1000 * time:.1f} ns")
print(f"Omega: {np.hypot(J, delta):.4f} MHz; Omega t: {np.hypot(J, delta) * time:.4f}")
print(f"eigenphases 2 theta of M: {show(phases)} rad")
print(f"explicit a = b: {a:.4f} rad; c: {c:.4f} rad; beta: {beta:.4f} rad")
print(f"reduced triple from the algorithm: {show(triple)} rad")
print(f"infidelity if the XX+YY part is dropped: {leftover:.3e}")
print(f"tuned Zeeman difference: {delta_tuned:.3f} MHz at {1000 / (2 * J):.1f} ns")
print(f"tuned triple: {show(tuned)} rad")
print(f"pulse edge: {1000 * edge:.1f} ns; infidelity: {loss_edge:.1e}")
print(f"triple with pulse edges: {show(ramped_triple)} rad")
print(f"exchange noise: {100 * j_noise:.1f} % rms; infidelity: {loss_j:.1e}")
print(f"T2*: {t2_star:.1f} us; Zeeman noise: {1000 * sigma_f:.1f} kHz rms")
print(f"Zeeman noise infidelity: {loss_z:.1e}")
print(f"mean Zeeman frequency: {mean_zeeman / 1000:.1f} GHz")
print(f"spin-orbit angle: {so_angle:.3f} rad; infidelity: {loss_so:.1e}")
print(f"charging energy: {charging_mev:.1f} meV; singlet double occupancy: {double_occupancy:.1e}")
print(f"valley splitting: {valley_mev:.2f} meV; temperature: {temperature:.2f} K")
print(f"thermal upper-valley population per dot: {valley:.1e}")
print(f"largest neglected effect of those sized: {max(effects, key=effects.get)}")
print("checks complete")
```

Running it gives:

```
gates factorized: 305
largest reconstruction error (Frobenius norm): 1.9e-15
largest imaginary part of K (Frobenius norm): 9.8e-16
guaranteed gap ratio sin(pi/14): 0.2225; inverse: 4.494
smallest best-of-seven gap ratio in 3000 random cases: 0.2227
largest off-diagonal norm / perturbation norm: 2.760
off-diagonal norm at a bad angle, noise 1e-10: 0.791
CNOT class, Re M alone: off-diagonal norm 1.995
CNOT class, best of seven angles: off-diagonal norm 6.7e-16
CNOT: (a, b, c)/pi = 0.2500, 0.0000, 0.0000
iSWAP: (a, b, c)/pi = 0.2500, 0.2500, 0.0000
SWAP: (a, b, c)/pi = 0.2500, 0.2500, 0.2500
square root of SWAP: (a, b, c)/pi = 0.1250, 0.1250, -0.1250
exchange J: 10.0 MHz; Zeeman difference: 20.0 MHz
pulse length: 50.0 ns
Omega: 22.3607 MHz; Omega t: 1.1180
eigenphases 2 theta of M: -1.5708, -1.5708, 1.2452, 1.8964 rad
explicit a = b: 0.0814 rad; c: -0.7854 rad; beta: -1.4035 rad
reduced triple from the algorithm: 0.7854, 0.0814, 0.0814 rad
infidelity if the XX+YY part is dropped: 1.054e-02
tuned Zeeman difference: 17.321 MHz at 50.0 ns
tuned triple: 0.7854, 0.0000, 0.0000 rad
pulse edge: 5.0 ns; infidelity: 3.3e-06
triple with pulse edges: 0.7854, 0.0800, 0.0800 rad
exchange noise: 1.0 % rms; infidelity: 7.0e-05
T2*: 10.0 us; Zeeman noise: 22.5 kHz rms
Zeeman noise infidelity: 1.8e-05
mean Zeeman frequency: 15.0 GHz
spin-orbit angle: 0.010 rad; infidelity: 5.3e-07
charging energy: 3.0 meV; singlet double occupancy: 1.4e-05
valley splitting: 0.10 meV; temperature: 0.10 K
thermal upper-valley population per dot: 9.1e-06
largest neglected effect of those sized: exchange noise
checks complete
```
